# Step coverage of a reacting trench and its Thiele modulus: a program that tests the result

```python
"""Step coverage of a closed trench with first-order wall reaction.
Result under test:  S = 1 / (cosh(phi) + phi/(2a) sinh(phi)),
  S   = precursor density at bottom / density at mouth (film thickness ratio)
  phi = L sqrt(2k/(D w)), Thiele modulus;  a = L/w, depth over width
  k   = (v/4) s/(1-s/2), wall rate constant; s = sticking probability
  D   = g w v/4, free-molecular diffusivity; v = mean molecular speed
  g   = number found from transmission of a non-reacting open slit.
Lengths inside the functions are in units of the trench width w.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def coverage(phi, a):
    return 1 / (np.cosh(phi) + phi / (2 * a) * np.sinh(phi))


def thiele(s, a, g):
    return a * np.sqrt(2 * s / (1 - s / 2) / g)


def field_coverage(s, a, g):
    """Diffusion result for bottom growth / growth on the open field."""
    phi = thiele(s, a, g)
    b, t = phi / (2 * a), np.tanh(phi)
    uptake = g * phi / a * (t + b) / (1 + b * t)   # 4 J / (v c_mouth)
    return coverage(phi, a) / ((1 + uptake / 2) * (1 - s / 2))


def exchange_factors(a, n):
    """Diffuse exchange between wall strips, mouth and bottom."""
    e = np.linspace(0, a, n + 1)
    h = a / n
    d = np.sqrt(1 + (e[:, None] - e[None, :])**2)
    wall = (d[:-1, 1:] + d[1:, :-1] - d[:-1, :-1] - d[1:, 1:]) / (2 * h)
    r = np.sqrt(1 + e**2)
    mouth = (r[:-1] - r[1:] + h) / (2 * h)
    return h, wall, mouth, mouth[::-1], np.sqrt(1 + a * a) - a


def slit_g(a, n=300):
    """Transmission of an open inert slit, and g after end resistances."""
    h, wall, mouth, far, direct = exchange_factors(a, n)
    hits = np.linalg.solve(np.eye(n) - wall, mouth)
    transmission = direct + 2 * h * np.sum(far * hits)
    return transmission, a / (1 / transmission - 1)


def ballistic_bottom(s, a, n=400):
    """Mean flux on the bottom / flux on the field, no diffusion model."""
    h, wall, mouth, far, direct = exchange_factors(a, n)
    m = np.eye(n + 1)
    m[:n, :n] -= (1 - s) * wall
    m[:n, n] -= (1 - s) * far
    m[n, :n] -= (1 - s) * 2 * h * far
    return np.linalg.solve(m, np.append(mouth, direct))[n]


def traced_bottom(s, a, count=100000):
    """Same flux by reciprocity: trace particles from bottom to mouth."""
    rng = np.random.default_rng(7)
    x, z = rng.random(count), np.full(count, float(a))
    on_bottom = np.ones(count, bool)
    weight, total = 1.0, 0.0
    while len(x):
        sine = rng.uniform(-1, 1, len(x))
        t = sine / np.sqrt(1 - sine**2)
        with np.errstate(all="ignore"):
            across = x + a * t
            z_from_bottom = a - np.where(t > 0, 1 - x, x) / np.abs(t)
            x_new = (a - z) / t
        z_from_wall = z + t
        out = np.where(on_bottom, (across > 0) & (across < 1),
                       z_from_wall < 0)
        to_bottom = ~on_bottom & (z_from_wall > a)
        z = np.where(on_bottom, z_from_bottom, z_from_wall)
        z = np.where(to_bottom, a, z)
        x = np.where(to_bottom, x_new, x)
        total += weight * np.sum(out)
        x, z, on_bottom = x[~out], z[~out], to_bottom[~out]
        weight *= 1 - s
    return total / count


def two_dim_coverage(kappa, a, nx=8, nz=400):
    """Two-dimensional diffusion with reacting walls; kappa = k w/D."""
    hx, hz = 0.5 / nx, a / nz
    u_side = 1 / (1 / kappa + hx / 2)
    u_base = 1 / (1 / kappa + hz / 2)
    dz, dx = np.full(nz, 2.0), np.full(nx, 2.0)
    dz[0], dz[-1] = 3.0, 1 + hz * u_base
    dx[0], dx[-1] = 1.0, 1 + hx * u_side
    tz = diags([-np.ones(nz - 1), dz, -np.ones(nz - 1)], [-1, 0, 1])
    tx = diags([-np.ones(nx - 1), dx, -np.ones(nx - 1)], [-1, 0, 1])
    m = kron(tz, identity(nx)) * hx / hz + kron(identity(nz), tx) * hz / hx
    source = np.zeros(nx * nz)
    source[:nx] = 2 * hx / hz
    c = spsolve(m.tocsc(), source)
    return np.mean(c[-nx:]) * u_base / kappa


def fill(kappa, a, n=200, steps=500):
    """Narrowing trench, g and mouth density fixed, until mouth closes."""
    hz, du = a / n, 0.5 / steps
    film, first = np.zeros(n), None
    for i in range(steps):
        width = 1 - 2 * film
        mouth = 1 - 2 * i * du
        inner = ((width[1:] + width[:-1]) / 2)**2 / hz
        top = ((mouth + width[0]) / 2)**2 / (hz / 2)
        band = np.zeros((3, n))
        band[1] = 2 * kappa * hz
        band[1, :-1] += inner
        band[1, 1:] += inner
        band[1, 0] += top
        band[1, -1] += kappa * width[-1]
        band[0, 1:] = -inner
        band[2, :-1] = -inner
        rhs = np.zeros(n)
        rhs[0] = top
        c = solve_banded((1, 1), band, rhs)
        if first is None:
            first = c.copy()
        film += c * du
    return first, 1 - 2 * film


# ---- inputs: round geometry and rough typical process values ----
width_nm, depth_nm, temp, stick = 20.0, 200.0, 450.0, 0.01
p_prec_mtorr, p_total_torr = 0.3, 0.1
diameter_nm, density_gcc = 0.8, 12.4
mass_ru, mass_co = 101.07, 12.011 + 15.999
mass_prec = 3 * mass_ru + 12 * mass_co
a = depth_nm / width_nm
transmission, g = slit_g(a)
phi = thiele(stick, a, g)
S = coverage(phi, a)
kappa = stick / (1 - stick / 2) / g

# ---- tests of the diffusion solution ----
S_2d = two_dim_coverage(kappa, a)
assert abs(S_2d / S - 1) < 5e-3
S_2d_deep = two_dim_coverage(phi**2 / (2 * (2 * a)**2), 2 * a)
assert abs(S_2d_deep / coverage(phi, 2 * a) - 1) < 5e-3
assert abs(S_2d / S_2d_deep - 1) < phi / (2 * a)
S_2d_strong = two_dim_coverage(5 * kappa, a)
assert abs(S_2d_strong / coverage(phi * 5**0.5, a) - 1) < 1e-2
small, large = 0.05, 8.0
assert abs(coverage(small, a) - 1 + small**2 / 2 * (1 + 1 / a)) < small**4
tail = 2 * np.exp(-large) / (1 + large / (2 * a))
assert abs(coverage(large, a) / tail - 1) < 1e-5

# ---- tests of the free-molecular part ----
for cut in (3.0, 30.0):
    moment = quad(lambda y: y**2 / (1 + y**2)**1.5, 0, cut)[0]
    assert abs(moment - np.arcsinh(cut) + cut / np.hypot(1, cut)) < 1e-7
g_20, g_40 = slit_g(20.0)[1], slit_g(40.0, 600)[1]
assert g < g_20 < g_40
ball = ballistic_bottom(stick, a)
traced = traced_bottom(stick, a)
assert abs(ball - traced) < 5e-3       # sampling error is about 1e-3
diff_field = field_coverage(stick, a, g)
assert abs(diff_field / ball - 1) < 0.10   # accuracy claimed for the model
s_deep = brentq(lambda s: thiele(s, 20.0, g_20) - phi, 1e-6, 0.5)
ball_deep = ballistic_bottom(s_deep, 20.0)
diff_deep = field_coverage(s_deep, 20.0, g_20)
assert abs(diff_deep / ball_deep - 1) < 0.10
ball_one, diff_one = ballistic_bottom(1.0, a), field_coverage(1.0, a, g)
assert ball_one > 10 * diff_one

# ---- design limits for S = 0.9 ----
a90 = brentq(lambda r: coverage(thiele(stick, r, slit_g(r)[1]), r) - 0.9,
             1.0, 15.0)
s90 = brentq(lambda s: coverage(thiele(s, a, g), a) - 0.9, 1e-6, 0.1)

# ---- narrowing during fill ----
first, gap = fill(kappa, a)
assert abs(first[-1] - S) < 5e-3
void_frozen, void = 1 - np.mean(first), np.mean(gap)
assert void > void_frozen

# ---- CO released: twelve molecules per precursor molecule ----
speed_ratio = np.sqrt(mass_prec / mass_co)


def profile(z):
    y = phi * (1 - z / a)
    return S * (np.cosh(y) + phi / (2 * a) * np.sinh(y))


sources = 2 * quad(lambda z: z * profile(z), 0, a)[0] + a * S
co_excess = 12 / speed_ratio * kappa * sources
assert abs(co_excess - 12 * (1 - S) / speed_ratio) < 1e-7

# ---- dimensional values ----
kT = const.k * temp
torr = const.atm / 760
speed = np.sqrt(8 * kT / (np.pi * mass_prec * const.atomic_mass))
D = g * width_nm * 1e-9 * speed / 4
k_wall = speed / 4 * stick / (1 - stick / 2)
flux = p_prec_mtorr * 1e-3 * torr / kT * speed / 4
ru_density = density_gcc * 1e3 / (mass_ru * const.atomic_mass)
growth = 3 * stick * flux / ru_density * 1e9
mouth_ratio = diff_field * (1 - stick / 2) / S
close_time = width_nm / 2 / (growth * mouth_ratio / (1 - stick / 2))
diffusion_time = (depth_nm * 1e-9)**2 / D
free_path = kT / (np.sqrt(2) * np.pi * (diameter_nm * 1e-9)**2
                  * p_total_torr * torr)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("trench width", width_nm, "nm")
show("trench depth", depth_nm, "nm")
show("aspect ratio a", a)
show("temperature", temp, "K")
show("sticking probability s", stick)
show("precursor pressure", p_prec_mtorr, "mTorr")
show("total pressure", p_total_torr, "Torr")
show("collision diameter", diameter_nm, "nm")
show("Ru film density", density_gcc, "g/cm3")
show("precursor molar mass", mass_prec, "g/mol", 5)
show("mean speed v", speed, "m/s")
show("open-slit transmission W, a=10", transmission)
show("g at a=10", g)
show("g at a=20", g_20)
show("g at a=40", g_40)
show("diffusivity D", D * 1e4, "cm2/s")
show("wall rate constant k", k_wall * 100, "cm/s")
show("transverse parameter k w/D", kappa)
show("Thiele modulus phi", phi)
show("bottom term phi/(2a)", phi / (2 * a))
show("step coverage S, formula", S)
show("step coverage S, two-dimensional", S_2d)
show("1/cosh(phi)", 1 / np.cosh(phi))
show("S at same phi, a=20, two-dimensional", S_2d_deep)
for value in (0.3, 1.0, 3.0):
    show(f"S at phi={value}, a=10", coverage(value, a))
show("depth for S=0.9 at s=0.01", a90 * width_nm, "nm")
show("same depth", a90 * width_nm * 10, "angstrom")
show("sticking for S=0.9 at 200 nm", s90)
show("mouth density / chamber density", mouth_ratio)
show("bottom/field, diffusion", diff_field)
show("bottom/field, ballistic", ball)
show("bottom/field, particle tracing", traced)
show("sticking at a=20 for same phi", s_deep)
show("bottom/field at a=20, diffusion", diff_deep)
show("bottom/field at a=20, ballistic", ball_deep)
show("bottom/field at s=0.1, diffusion", field_coverage(0.1, a, g))
show("bottom/field at s=0.1, ballistic", ballistic_bottom(0.1, a))
show("bottom/field at s=1, diffusion", diff_one)
show("bottom/field at s=1, ballistic", ball_one)
show("field growth rate", growth * 60, "nm/min")
show("mouth closing time", close_time, "s")
show("diffusion time L^2/D", diffusion_time, "s")
show("void area share, first profile kept", void_frozen)
show("void area share, with narrowing", void)
show("bottom gap / width at mouth closure", gap[-1])
show("mean free path", free_path * 1e6, "um")
show("mean free path / width", free_path / (width_nm * 1e-9))
show("CO excess at bottom / mouth precursor", co_excess)
show("CO excess pressure at bottom",
     co_excess * p_prec_mtorr * mouth_ratio, "mTorr")
print("all good")
```

Printed output:

```
trench width: 20 nm
trench depth: 200 nm
aspect ratio a: 10
temperature: 450 K
sticking probability s: 0.01
precursor pressure: 0.3 mTorr
total pressure: 0.1 Torr
collision diameter: 0.8 nm
Ru film density: 12.4 g/cm3
precursor molar mass: 639.33 g/mol
mean speed v: 122.1 m/s
open-slit transmission W, a=10: 0.2406
g at a=10: 3.168
g at a=20: 3.638
g at a=40: 4.169
diffusivity D: 0.01934 cm2/s
wall rate constant k: 30.67 cm/s
transverse parameter k w/D: 0.003173
Thiele modulus phi: 0.7966
bottom term phi/(2a): 0.03983
step coverage S, formula: 0.7301
step coverage S, two-dimensional: 0.7302
1/cosh(phi): 0.7494
S at same phi, a=20, two-dimensional: 0.7397
S at phi=0.3, a=10: 0.9525
S at phi=1.0, a=10: 0.6243
S at phi=3.0, a=10: 0.08643
depth for S=0.9 at s=0.01: 100.2 nm
same depth: 1002 angstrom
sticking for S=0.9 at 200 nm: 0.003138
mouth density / chamber density: 0.9206
bottom/field, diffusion: 0.6755
bottom/field, ballistic: 0.6852
bottom/field, particle tracing: 0.6853
sticking at a=20 for same phi: 0.002882
bottom/field at a=20, diffusion: 0.7063
bottom/field at a=20, ballistic: 0.7126
bottom/field at s=0.1, diffusion: 0.1004
bottom/field at s=0.1, ballistic: 0.1688
bottom/field at s=1, diffusion: 1.214e-05
bottom/field at s=1, ballistic: 0.04988
field growth rate: 4.787 nm/min
mouth closing time: 135.5 s
diffusion time L^2/D: 2.069e-08 s
void area share, first profile kept: 0.1779
void area share, with narrowing: 0.4264
bottom gap / width at mouth closure: 0.5538
mean free path: 163.9 um
mean free path / width: 8194
CO excess at bottom / mouth precursor: 0.6778
CO excess pressure at bottom: 0.1872 mTorr
all good
```
